Quadratic time-step bias of symmetric-split diffusion Monte Carlo

An electron moves in V = −V₀cos(2πx/a), with a = 5 Å and V₀ = 10 eV, guided by ψ_T = exp[0.5 cos(2πx/a)]. Its ground-state energy is E₀ = −4.9529 eV. With the step described below and an infinite population, the mixed energy misses E₀ by −4.410×10⁻³ eV at time step τ = 0.02 eV⁻¹ and by −1.102×10⁻³ eV at τ = 0.01 eV⁻¹, a ratio of 4.00. With Euler drifts the errors are −1.549×10⁻² and −6.61×10⁻³ eV, a ratio of 2.34. With the weight taken from the starting point alone they are +8.15×10⁻² and +4.12×10⁻² eV, a ratio of 1.98. All three follow from one expansion of the step operator.

**Setting**

The algebra is in atomic units. Configuration space is a flat torus of any dimension, V is smooth, and ψ_T is smooth and positive. With drift v = ∇ln ψ_T and local energy E_L = Hψ_T/ψ_T, define operators on test functions g:

T = ½∇², D = v·∇, W = −E_L (multiplication), K = T + D, L = K + W, H = −T + V.

The product rule gives ψ_T⁻¹T(ψ_T g) = Tg + Dg + g Tψ_T/ψ_T, and Tψ_T/ψ_T − V = −E_L, so

L g = −ψ_T⁻¹H(ψ_T g).

One standard fact is used: on the torus, without antisymmetry, the ground state φ₀ is smooth, positive and separated from the next level by a gap. Set h = φ₀/ψ_T, M = L + E₀, and let ⟨·⟩₀ be the average over f₀ ∝ ψ_Tφ₀, the exact mixed density. Then Lh = −ψ_T⁻¹Hφ₀ = −E₀h. Since H is symmetric and the torus has no boundary, ∫ψ_Tφ₀ Lg = −∫φ₀H(ψ_T g) = −E₀∫ψ_Tφ₀ g. Thus

Mh = 0, ⟨Mg⟩₀ = 0 for all smooth g. (1)

By compactness h ≥ h_min > 0. For smooth A the Poisson equation Mu = A − ⟨A⟩₀ reads (E₀ − H)(ψ_T u) = ψ_T(A − ⟨A⟩₀). The right side is orthogonal to φ₀, so the gap makes it solvable, and elliptic regularity makes u smooth.

**The scheme**

With s = τ/2 and the midpoint map φ_s(x) = x + s v(x + s v(x)/2):

    for each step:
      for each of N walkers x, with stored E_L(x):
        y  = φ_s(x)
        z  = y + √τ ξ,  ξ standard normal
        x′ = φ_s(z)
        w  = exp[−τ((E_L(x) + E_L(x′))/2 − E_T)]
      record Σ w E_L(x′)/Σ w  and  w̄ = Σ w/N
      draw r uniform in [0,1); for i = 0..N−1 copy the walker
        whose cumulative w/Σ w first reaches (i + r)/N

The mixed energy is the mean of the first record; the growth energy is E_T − ln(mean of w̄)/τ. There is no accept/reject step. The reference energy E_T multiplies all weights by one constant and is set to zero in the algebra.

A walker at x contributes to the next weighted average of g the amount Gg(x) = E[e^{τW(x)/2} e^{τW(x′)/2} g(x′)]. Let Φg = g∘φ_s. The Gaussian average of g(y + √τ ξ) is e^{τT}g(y). Undoing the step from x′ back to x gives

G = e^{τW/2} Φ e^{τT} Φ e^{τW/2}. (2)

For an infinite population one step maps the probability measure μ to μG/⟨G1⟩_μ. This map is continuous on the compact convex set of probability measures, so the Schauder–Tychonoff theorem gives a fixed point f_τ. With ⟨·⟩_τ its average,

⟨Gg⟩_τ = λ⟨g⟩_τ, λ = ⟨G1⟩_τ > 0. (3)

The heat kernel on the torus is bounded above and below by positive constants, so Birkhoff's contraction theorem makes f_τ unique and attracting. The estimators converge to E_g = −ln λ/τ and E_mix = ⟨E_L⟩_τ.

**Local expansion of G**

Diffusion. Expand g(y + √τ ξ) through seventh order. Odd Gaussian moments vanish, and E[(ξ·∇)^{2n}] = (2n−1)!!(∇²)ⁿ. Since (2n−1)!!/(2n)! = 1/(2ⁿn!), the terms are τⁿTⁿg/n!, with a remainder below a constant times τ⁴ max|∂⁸g|.

Drift. Along the exact flow ẋ = v, d g(x(s))/ds = Dg, so the flow acts as ΣsⁿDⁿ/n!. For g = x_i, summing over repeated indices, D²x_i = (Dv)_i = v_j∂_jv_i and D³x_i = p_i + q_i, with p_i = v_jv_k∂_j∂_kv_i and q_i = (∂_jv_i)(∂_kv_j)v_k. Compare with the Taylor expansion of v at the midpoint:

exact: x + sv + s²Dv/2 + s³(p + q)/6 + O(s⁴)
midpoint: x + sv + s²Dv/2 + s³p/8 + O(s⁴)

The difference is s³δ with δ = −p/24 − q/6, so Φg = e^{sD}g + s³δ·∇g + O(s⁴), where e^{sD} stands for the series. Two half drifts contribute 2(τ/2)³δ·∇ = τ³δ·∇/4.

Remainders. Expand the rightmost factor of (2). The result is a cubic in τ with smooth, τ-independent coefficients plus a remainder of maximum norm O(τ⁴). Φ and e^{τT} do not raise the maximum norm and e^{τW/2} is bounded, so the remainder stays O(τ⁴) under later factors, while the coefficients are expanded again. The product of series is therefore valid uniformly in x through τ³.

Ordering. In e^{X/2}e^{Y}e^{X/2} the coefficient of the word XᵐYⁿXˡ with n ≥ 1 is 1/(2ᵐm! n! 2ˡl!), and pure powers of X sum to e^X. At first order X and Y have coefficient 1. At second order XX, XY, YX and YY each have ½, as in e^{X+Y}. At third order e^{X+Y} gives every word 1/6, while the product gives

XXX, YYY: 1/6; XXY, YXX: 1/8; XYX, XYY, YYX: 1/4; YXY: 0.

The excess is −1/24 for XXY and YXX, +1/12 for XYX, XYY and YYX, and −1/6 for YXY. Since [X,[X,Y]] = XXY − 2XYX + YXX and [Y,[Y,X]] = YYX − 2YXY + XYY, the excess equals −[X,[X,Y]]/24 + [Y,[Y,X]]/12. Use this with (X,Y) = (τD, τT), then with (τW, τK). The inner τ³ terms meet the leading 1 of the outer factors, so they add:

Gg = Σ_{n≤3} τⁿLⁿg/n! + τ³Rg + O(τ⁴), R = R_TD + R_W + δ·∇/4, (4)
R_TD = −[D,[D,T]]/24 + [T,[T,D]]/12,
R_W = −[W,[W,K]]/24 + [K,[K,W]]/12.

In one dimension [D,T]g = vg‴/2 − (vg′)″/2 = −v′g″ − v″g′/2. The product rule gives [v∂, β∂²] = (vβ′ − 2βv′)∂² − βv″∂, [v∂, η∂] = (vη′ − ηv′)∂, [T, β∂²] = β′∂³ + β″∂²/2 and [T, η∂] = η′∂² + η″∂/2. Inserting β = −v′, η = −v″/2 for the first commutator and the opposite signs for the second,

[D,[D,T]] = (2v′² − vv″)∂² + (3v′v″ − vv‴)∂/2,
[T,[T,D]] = v″∂³ + v‴∂² + v⁗∂/4.

Every term carries a gradient of v: a uniform drift commutes with diffusion, so R_TD and δ vanish for it, although it still enters R_W through K. This is a statement about the operators; on the torus v = ∇ln ψ_T is uniform only when it is zero.

**From local error to stationary bias**

Put g = h in (3) and (4). Because Lⁿh = (−E₀)ⁿh, Gh = e^{−τE₀}h + τ³Rh + O(τ⁴). Average, divide by ⟨h⟩_τ ≥ h_min and multiply by e^{τE₀}:

e^{τE₀}λ = 1 − ρτ³ + O(τ⁴), ρ = −⟨Rh⟩_τ/⟨h⟩_τ, |ρ| ≤ max|Rh|/h_min. (5)

This bound needs no knowledge of f_τ. Next take any smooth u. The constant E₀ commutes with L, so e^{τE₀}Gu = u + τMu + τ²M²u/2 + τ³M³u/6 + τ³Ru + O(τ⁴). Its average equals e^{τE₀}λ⟨u⟩_τ by (3). Cancel ⟨u⟩_τ with (5) and divide by τ:

⟨Mu⟩_τ = −τ⟨M²u⟩_τ/2 − τ²⟨M³u⟩_τ/6 − τ²⟨(R + ρ)u⟩_τ + O(τ³). (6)

Use (6) three times. First, smooth functions are bounded, so ⟨Mu⟩_τ = O(τ) for every smooth u. Second, applying this to Mu gives ⟨M²u⟩_τ = O(τ), and (6) improves to ⟨Mu⟩_τ = O(τ²). Third, applying the improved statement to Mu and M²u gives ⟨M²u⟩_τ and ⟨M³u⟩_τ of order τ², which leaves the last term of (6). With u the Poisson solution, the second pass says ⟨A⟩_τ = ⟨A⟩₀ + O(τ²) for every smooth A. Averages in τ² terms may then be taken over f₀, and ρ = c + O(τ²). Taking −ln/τ of (5),

E_g = E₀ + cτ² + O(τ³), c = −⟨Rh⟩₀/⟨h⟩₀, (7)
⟨A⟩_τ = ⟨A⟩₀ + c_Aτ² + O(τ³), c_A = −⟨(R + c)u⟩₀. (8)

Adding a multiple of h to u leaves (8) unchanged, since ⟨(R + c)h⟩₀ = 0. A local error τ³ gives a bias τ² because the population relaxes over a fixed imaginary time, which takes a number of steps proportional to 1/τ; in the algebra this is the division by τ in (6), and u contains the inverse excitation energies.

**The weight part of c**

The product rule for T and D gives

K(fg) = f Kg + g Kf + ∇f·∇g. (9)

With f = W, [W,K]g = −(KW)g − ∇W·∇g. Multiplication by KW commutes with W, so [W,[W,K]]g = −W∇W·∇g + ∇W·∇(Wg) = |∇E_L|²g. Write K = L − W and note [K,W] = [L,W] =: C. Then [K,[K,W]] = [L,C] − [W,[K,W]] = [L,C] + |∇E_L|². By (1), ⟨LCh⟩₀ = −E₀⟨Ch⟩₀ = ⟨CLh⟩₀, so ⟨[L,C]h⟩₀ = 0. The remaining factor is −1/24 + 1/12 = 1/24, and f₀h ∝ φ₀², so

c_W = −⟨R_W h⟩₀/⟨h⟩₀ = −⟨|∇E_L|²⟩_{φ₀²}/24.

This part lowers the energy. For constant ψ_T the drift vanishes, E_L = V, and c = −⟨|∇V|²⟩_{φ₀²}/24 is the whole coefficient. The other parts are c_TD = −⟨R_TD h⟩₀/⟨h⟩₀ and c_δ = −⟨δ·∇ln h⟩_{φ₀²}/4.

**The mixed energy**

Let e = E_L − E₀. Since K1 = 0, M1 = −e. Then (1) gives ⟨E_L⟩₀ = E₀, and the Poisson solution for A = E_L is u = −1, so c_mix = c + ⟨R1⟩₀. Every word of R_TD ends in T or D, and δ·∇ is a derivative, so both annihilate constants. In [K,[K,W]] = KKW − 2KWK + WKK the last two words do the same, leaving K²W = −K²e. Hence

R1 = −|∇e|²/24 − K²e/12.

Because K = M + e, (1) gives ⟨Kg⟩₀ = ⟨eg⟩₀. With g = Ke, ⟨K²e⟩₀ = ⟨eKe⟩₀. With g = e² and (9), ⟨e³⟩₀ = 2⟨eKe⟩₀ + ⟨|∇e|²⟩₀. Therefore

⟨R1⟩₀ = −⟨|∇e|²⟩₀/24 − (⟨e³⟩₀ − ⟨|∇e|²⟩₀)/24 = −⟨e³⟩₀/24,
c_mix = c − ⟨(E_L − E₀)³⟩₀/24. (10)

At order τ² the mixed energy differs from the growth energy by −τ²/24 times the third central moment of E_L over f₀.

**What each ingredient buys**

Euler half drifts. The map x + sv lacks s²Dv/2, so G gains τ²R₂ with R₂ = 2·(1/4)·(−1/2)(Dv)·∇ = −(Dv)·∇/4. Equation (5) becomes e^{τE₀}λ = 1 − bτ² + O(τ³), and (6) becomes ⟨Mu⟩_τ = −τ⟨M²u⟩_τ/2 − τ⟨(R₂ + b)u⟩_τ + O(τ²). The first pass still holds, so ⟨M²u⟩_τ = O(τ) and averages may be taken over f₀. For u = −1, R₂1 = 0. Both energies have leading bias bτ, with

b = −⟨R₂h⟩₀/⟨h⟩₀ = ¼⟨(Dv)·∇ln h⟩_{φ₀²}.

Symmetric ordering does not rescue a first-order integrator when the same map is used in both halves. Explicit Euler in one half and implicit Euler, y = x + sv(y) = x + sv + s²Dv + O(s³), in the other have errors −s²Dv/2 and +s²Dv/2, which cancel in R₂, and that pair has no linear bias. Any change v → v + τη with η smooth, such as a smooth drift cap that shortens v by an amount proportional to τ, adds τ²η·∇ to G in the same way and gives a linear bias −τ⟨η·∇ln h⟩_{φ₀²}. A hard cap |v| ≤ const/√τ is not of this form: v is bounded here, so that cap is inactive at small τ and adds no linear term.

Weight from the old point. With P = Φe^{τT}Φ, G_old = e^{τW}P = e^{τW/2}Ge^{−τW/2}. For f_old ∝ f_τe^{−τW/2}, ∫f_old G_old g ∝ ⟨G(e^{−τW/2}g)⟩_τ = λ⟨e^{−τW/2}g⟩_τ, so f_old is stationary with the same λ and E_g does not change. The density carries the factor e^{τE_L/2} = 1 + τE_L/2 + O(τ²), so

E_mix = (E₀ + τ⟨E_L²⟩₀/2)/(1 + τE₀/2) + O(τ²) = E₀ + τ Var₀(E_L)/2 + O(τ²).

A quadratic growth energy therefore does not show that the weights are right.

Exact trial function. If ψ_T = φ₀, then E_L = E₀, and since P1 = 1, G1 = e^{−τE₀} for any τ and any drift map. Both energies are exact. The density is still governed by (8), whose coefficient need not vanish, so the energy cannot diagnose the step in this limit.

The next order. With the exact flow, the series S(τ) of (2) is a palindrome of exponentials, and in S(τ)S(−τ) the factors cancel pairwise from the middle. Writing S = exp Ω, this means Ω(−τ) = −Ω(τ), so Ω = τL + τ³R + O(τ⁵). Expanding exp Ω, the fourth-order term beyond τ⁴L⁴/24 is τ⁴(LR + RL)/2. On h, averaged over f₀, it gives −τ⁴E₀⟨Rh⟩₀ by (1). The factor e^{τE₀} times τ³Rh gives +τ⁴E₀⟨Rh⟩₀, and the two cancel. With ρ = c + O(τ²), E_g = E₀ + cτ² + O(τ⁴), where c lacks c_δ. The midpoint map breaks the premise. For v = −γx and z = γs,

φ_sφ_{−s} = (1 − z + z²/2)(1 + z + z²/2) = (1 + z²/2)² − z² = 1 + z⁴/4 ≠ 1,

so a τ³ term is allowed in the energy, and the example has one. The scheme is second order, but its bias is not even in τ.

**Worked example**

Let k = 2π/a = 1.25664 Å⁻¹, θ = kx, α = 0.5. In eV and Å, T, v and the diffusion variance each carry ħ²/m = 7.61996 eV Å². With E_k = (ħ²/m)k²/2 = 6.0165 eV and Tψ_T/ψ_T = ½(v′ + v²) in atomic units,

v = −(ħ²/m)αk sin θ, E_L = E_k(α cos θ − α² sin²θ) − V₀cos θ.

One step from x = 1 Å, with τ = 0.05 eV⁻¹, s = 0.025 eV⁻¹, ξ = 0.5 and E_T = E₀:

v(x) = −7.61996 × 0.5 × 1.25664 × sin(1.25664) = −4.5534 eV Å
midpoint = 1 − 0.0125 × 4.5534 = 0.94308 Å, where v = −4.4361 eV Å
y = 1 − 0.025 × 4.4361 = 0.88910 Å
z = y + 0.5√(7.61996 × 0.05) = 0.88910 + 0.5 × 0.61725 = 1.1977 Å
x′ = φ_s(z) = 1.0792 Å
w = exp[−0.05((−3.5211 − 2.9250)/2 + 4.9529)] = 0.9171

The averages use Fourier collocation on 41 points: H is diagonalized for φ₀ and E₀, the commutators are applied as differentiation matrices, and u is summed over excited states. This gives E₀ = −4.952907 eV = −0.1820160 Ha, a gap of 9.644 eV and a variational energy of ψ_T of −3.792 eV. The coefficients are

c = c_W + c_TD + c_δ = −5.9295 − 3.1507 + 0.1930 = −8.887 eV³ = −4.411×10⁻⁴ Ha³,
c_mix = −8.887 − 51.138/24 = −11.018 eV³ = −5.468×10⁻⁴ Ha³,
b = −0.546 eV², Var₀(E_L)/2 = 8.323/2 = 4.161 eV².

For A = cos θ, ⟨A⟩₀ = 0.6215 and c_A = 2.167 eV².

The infinite-population biases come from a second calculation with no expansion in τ. G is built as a matrix on the same grid, with Φ as trigonometric interpolation at the drifted points and e^{τT} diagonal in Fourier space. Inverse iteration gives λ and the left eigenvector f_τ. Biases relative to E₀, in units of 10⁻³ eV:

τ (eV⁻¹)   E_g   E_mix   c_mixτ²   Euler   old weight
0.040   −14.22   −17.68   −17.63   −39.97   159.9
0.020   −3.554   −4.410   −4.407   −15.49   81.48
0.010   −0.8885   −1.102   −1.102   −6.610   41.17
0.005   −0.2222   −0.2754   −0.2754   −3.018   20.69

The last two columns are mixed energies. At τ = 0.04 eV⁻¹ the leading term differs from the full mixed bias by 0.3% of that bias. A parabola through bias/τ² (bias/τ for the two linear variants) at τ = 0.008, 0.004 and 0.002 eV⁻¹, evaluated at τ = 0, returns c, c_mix, c_A, b and Var₀/2 to the digits given above. The Euler ratio of 2.34 lies above 2 because a quadratic term of the same sign is present: subtracting bτ leaves −15.49 + 10.92 = −4.57 at τ = 0.02 eV⁻¹ and −6.61 + 5.46 = −1.15 at 0.01 eV⁻¹, a ratio near 4.

The exact flow is known here. From θ̇ = −γ sin θ with γ = 2αE_k, d tan(θ/2)/ds = θ̇/(2cos²(θ/2)) = −γ tan(θ/2), so tan(θ/2) decays as e^{−γs}. With this flow the coefficient is c_W + c_TD = −9.080 eV³. The remainder E_g − E₀ − (c_W + c_TD)τ², compared at τ = 0.01 and 0.005 eV⁻¹, scales with exponent 3.98. The midpoint value minus the exact-flow value minus c_δτ², compared at 0.004 and 0.002 eV⁻¹, scales with exponent 2.98.

Replacing V by ½(v′ + v²) makes ψ_T exact. At τ = 0.05 eV⁻¹ the growth bias is then at rounding level, about 10⁻¹³ eV, while ⟨cos θ⟩ is off by 1.22×10⁻³. Equation (8) gives c_A = 0.4659 eV² and 0.4659 × 0.0025 = 1.16×10⁻³, 5% below the full bias.

For two distinguishable particles, V = −V₀(cos θ₁ + cos θ₂) + 3 eV·cos(θ₁ − θ₂) and ln ψ_T = α(cos θ₁ + cos θ₂) − 0.2 cos(θ₁ − θ₂), on a 21×21 grid, E₀ = −8.529 eV. Formula and extrapolation both give c = −13.19 eV³, c_mix = −15.84 eV³ and b = −1.02 eV².

The pseudocode was run for one particle with N = 10000, τ = 0.05 eV⁻¹, 200 discarded and 1500 recorded steps, and errors from 30 blocks. It gave E_mix = −4.9788 ± 0.0009 eV and E_g = −4.9732 ± 0.0009 eV; the matrix values are −4.9806 and −4.9751 eV. The time-step bias of −0.028 eV in E_mix is resolved at about thirty standard errors. Both walker values lie about two standard errors above the matrix values. They come from the same walkers, and one run cannot separate a fluctuation from a finite-population bias.

**Cost**

A step needs v at four points and E_L at one. E_L(x′) and v(x′) are evaluated at the same configuration (E_L needs the Laplacian of ψ_T, v its gradient), and v(x′) starts the next step, so ψ_T is differentiated at four configurations per step, against two for Euler half drifts. The last half drift cannot be merged with the first of the next step, because E_L is needed at x′ between them. For a target bias ε, at leading order τ = √(ε/|c_mix|) against ε/|b|, so the steps per unit imaginary time grow as ε^{−1/2} against ε^{−1}. For ε = 10⁻³ eV, √(0.001/11.018) = 0.00953 eV⁻¹ = 0.259 Ha⁻¹ gives an actual bias of −1.000×10⁻³ eV. Euler needs 0.001/0.546 = 0.00183 eV⁻¹, with actual bias −1.039×10⁻³ eV. The step is 5.2 times longer. Counting all evaluations as equal, the gain is 5.2/2 = 2.6 per unit imaginary time, which is the relevant measure while τ is short against the relaxation time. The first excited state is odd in x and does not couple to E_L, so for the energy this time is set by the even level 14.45 eV above E₀ and is about 0.07 eV⁻¹, a little shorter than 1/gap ≈ 0.10 eV⁻¹.

**Stability**

Near a maximum of ψ_T the drift along a principal axis is −γx, and a half step multiplies x by 1 − z + z²/2 with z = γτ/2. This factor equals ½ + (1 − z)²/2 > 0, and it is below 1 for 0 < z < 2. The drift contracts if τ < 4/γ, with γ the largest curvature of −ln ψ_T there. In the example γ = 6.02 eV and the limit is 0.66 eV⁻¹, about seventy times the step for 10⁻³ eV, so accuracy sets τ. The weights of one step differ by at most exp[τ(max E_L − min E_L)]. Here dE_L/dθ = sin θ (V₀ − αE_k − 2α²E_k cos θ) is positive on (0, π), so E_L runs from αE_k − V₀ = −6.99 eV to +6.99 eV, and at τ = 0.05 eV⁻¹ the bound is e^{0.70} ≈ 2.

**Where the proof stops**

The argument uses bounded derivatives of v, E_L and h, the bound h_min > 0, and (3). At a node of ψ_T the drift grows as the inverse distance, so the Taylor remainders in (4) are unbounded. At a Coulomb cusp, ln ψ_T is linear in the interparticle distance r, so v contains the unit vector ∇r, which is discontinuous at r = 0. R_TD is singular there, and so in general is δ, although δ vanishes for r > 0 if the drift is purely radial with constant magnitude. In unbounded space the maximum-norm bounds and h_min can fail. In these cases (7), (8) and (10) are unproved, and the order of the bias has to be found for the system at hand. An accept/reject step changes G, so (4) no longer describes it. A finite population adds a bias of its own, which is not analysed here. Within the assumptions, the form to fit is E₀ + cτ², with a τ³ term allowed for the midpoint drift. If G has a second-order error τ²R₂, the argument used for Euler drifts gives linear coefficients b for E_g and b + ⟨R₂1⟩₀ for E_mix. An error in the move has R₂1 = 0, because P1 = 1. Unequal linear terms therefore point away from the move in G, to the weights in G or to the record, either its weights or the configuration at which it takes E_L: with G correct and w left out of the first record, that record converges to ⟨PE_L⟩_τ = E₀ + τ⟨Ke⟩₀ + O(τ²) = E₀ + τ Var₀(E_L) + O(τ²), while E_g stays quadratic. With every weight correct but E_L(x) recorded in place of E_L(x′), G1 = 1 − τE_L + O(τ²) and λ = 1 − τE₀ + O(τ²) make the record converge to ⟨E_L G1⟩_τ/λ = E₀ − τ Var₀(E_L) + O(τ²), again with E_g quadratic. An equal linear term in both energies is what an error in the move gives at second order (the drift map, the ordering of drift and diffusion, or a relative error of order τ in the diffusion variance; a variance wrong by a constant factor instead shifts both energies by an amount that survives τ → 0), but it does not prove one, because a weight error with ⟨R₂1⟩₀ = 0 gives it too. An example is a weight computed with τ(1 − κτ) in place of τ at E_T = E₀: then R₂ = κ(E_L − E₀), and both energies shift by −κτ⟨E_L − E₀⟩_{φ₀²}. Changing E_T separates the two energies in this example, whereas after an error in the move alone both are independent of E_T.
